# Acoustic-Phonon Decay Between Hydrogenic Donor Levels and Its Short-Wavelength Suppression

## What the dipole expansion gets wrong

An electron in the 2p level of a shallow donor can fall to 1s by emitting one acoustic phonon. Suppose the phonon wave is expanded to first order across the orbit, as is done for light. For the germanium-like donor treated below, the rate comes out as $2.2\times10^{15}\ \mathrm{s^{-1}}$. The corresponding width $\hbar\Gamma$ is about 1.4 eV, for two levels only 0.0072 eV apart. The expansion also assigns a squared overlap of about 17 to two normalized states, although a plane-wave factor has modulus one and the overlap cannot exceed one.

The phonon is much slower than light, so at the same energy its wavelength is much shorter. Here it is shorter than the Bohr radius, and the phase of the wave must be kept in full.

## The coupling and the rate

Take one isotropic valley of effective mass $m$ in a medium of relative permittivity $\epsilon$. In atomic units ($\hbar=e=m_e=1$) the donor Bohr radius is $a=\epsilon/m$, and level $n$ has energy $-m/(2\epsilon^2n^2)$. Longitudinal sound has $\omega=sq$, and the crystal has mass density $\rho$ and volume $V$. The electron feels the local dilation through $H'=D\,\nabla\cdot\mathbf u$, where $D$ is the deformation potential. Screening of $D$ is neglected.

Write the displacement as

$$\mathbf u=\sum_{\mathbf q}A_q\hat{\mathbf q}\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).$$

The amplitude follows from the energy. For each mode the kinetic energy contributes $\tfrac12\rho V\omega^2A_q^2(bb^\dagger+b^\dagger b)$, and the elastic energy contributes the same. Terms $b_{\mathbf q}b_{-\mathbf q}$ have opposite signs in the two energies and cancel. With $bb^\dagger=b^\dagger b+1$, the total is $2\rho V\omega^2A_q^2(b^\dagger b+\tfrac12)$. Equating it to $\omega(b^\dagger b+\tfrac12)$ gives $A_q^2=1/(2\rho V\omega)$.

The divergence brings down a factor $-iq$ in the emission term. The emission matrix element is therefore $-iqDA_q\sqrt{N+1}\,F(\mathbf q)$, with

$$F(\mathbf q)=\langle f|e^{-i\mathbf q\cdot\mathbf r}|i\rangle,\qquad |M_q|^2=D^2q^2A_q^2=\frac{D^2q}{2\rho Vs}.$$

$N$ is the thermal occupation of the mode. For a gap $\Delta$, the golden rule reads

$$\Gamma=2\pi(N+1)\sum_{\mathbf q}|M_q|^2|F(\mathbf q)|^2\,\delta(\Delta-sq).$$

Replace the sum by $V/(2\pi)^3\int q^2\,dq\,d\Omega$. The angular integral is $4\pi\langle|F|^2\rangle$, where the brackets average over phonon directions. The delta function gives $1/s$ and sets $q=q_0=\Delta/s$:

$$\Gamma=2\pi(N+1)\,\frac{V}{8\pi^3}\,4\pi q_0^2\,\frac{D^2q_0}{2\rho Vs}\,\frac{\langle|F|^2\rangle}{s}
=(N+1)\frac{D^2q_0^3}{2\pi\rho s^2}\langle|F(q_0)|^2\rangle .$$

The volume cancels, as it must. The result is lowest order in the coupling and requires $\Gamma\ll\Delta$, with a phonon spectrum that varies little over the width $\Gamma$. In ordinary units the denominator gains one factor $\hbar$, and $q_0=\Delta/(\hbar s)$.

## First case: 2p to 1s

Measure lengths in $a$ and set $x=q_0a$. The states are

$$\psi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad \psi_{2p_0}=\frac{z\,e^{-r/2}}{4\sqrt{2\pi}}.$$

Their product is $z\,e^{-\kappa r}/(4\sqrt2\,\pi)$ with $\kappa=3/2$. Start from the transform without $z$. The angular integral gives

$$I(q)=\int e^{-\kappa r-i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}{q}\int_0^\infty r e^{-\kappa r}\sin(qr)\,dr .$$

Since $\int_0^\infty e^{-\kappa r}\sin(qr)\,dr=q/(\kappa^2+q^2)$, applying $-\partial/\partial\kappa$ supplies the factor $r$:

$$I(q)=\frac{8\pi\kappa}{(\kappa^2+q^2)^2}.$$

A factor $z$ under the integral is produced by $i\,\partial/\partial q_z$, so the transform of $z\,e^{-\kappa r}$ is $-32\pi i\kappa q_z/(\kappa^2+q^2)^3$. With $q_z=x\cos\theta$,

$$F=\frac{1}{4\sqrt2\,\pi}\,\frac{-32\pi i(3/2)x\cos\theta}{(9/4+x^2)^3}
=-\frac{6\sqrt2\,i\,x\cos\theta}{(9/4+x^2)^3}.$$

Squaring gives $72x^2\cos^2\theta$ in the numerator. The average of $\cos^2\theta$ is $1/3$, hence

$$\langle|F|^2\rangle_{2p\to1s}=\frac{24x^2}{(9/4+x^2)^6}.$$

The other two 2p orientations give the same average by rotation.

**Long-wave limit.** For $x\to0$, $F\to-iq_z\,(128\sqrt2/243)a$. The length multiplying $-iq_z$ is the matrix element of $z$, so the dipole expansion is recovered. Dividing the full result by its dipole extrapolation gives the suppression factor

$$S(x)=\left(\frac{9/4}{9/4+x^2}\right)^6=\left(1+\frac{4x^2}{9}\right)^{-6}.$$

It is 0.97 at $x=0.1$, 0.11 at $x=1$ and $1.1\times10^{-10}$ at $x=10$.

**Short-wave limit.** For $x\gg3/2$, $\langle|F|^2\rangle\to24x^{-10}$. Contributions from different parts of the orbit interfere destructively. The scale is set by the decay constant $3/(2a)$ of the product of states. Because $\lambda=2\pi a/x$, the condition $\lambda\ll a$ means $x\gg2\pi$. That is sufficient for strong suppression, but more than is needed.

At zero temperature the whole rate is

$$\Gamma=\frac{D^2}{2\pi\rho s^2a^3}\,g(x),\qquad g(x)=\frac{24x^5}{(9/4+x^2)^6}.$$

Hold $a$ and $s$ fixed and let the gap vary. Setting the derivative of $\ln g$ to zero gives $5/x=12x/(9/4+x^2)$, or $x^2=45/28$. The maximum is at $x=1.27$, where $\lambda=4.96a$. The factor $x^5$ combines the phonon density ($x^2$), the coupling ($x$) and the dipole overlap ($x^2$). Below the maximum this growth wins; above it the suppression $S(x)$ wins. From $x=1$ to $x=10$, $g$ falls from $2.0\times10^{-2}$ to $2.1\times10^{-6}$.

## Second case: 2s to 1s

Now $\psi_{2s}=(1-r/2)e^{-r/2}/\sqrt{8\pi}$. The product with 1s is $(1-r/2)e^{-\kappa r}/(\sqrt8\,\pi)$. Write $B=9/4+x^2$. The transform of $r e^{-\kappa r}$ is

$$-\frac{\partial I}{\partial\kappa}=-\frac{8\pi}{B^2}+\frac{32\pi\kappa^2}{B^3}.$$

Therefore

$$F=\frac{1}{\sqrt8\,\pi}\left[\frac{8\pi\kappa+4\pi}{B^2}-\frac{16\pi\kappa^2}{B^3}\right]
=\frac{1}{\sqrt8\,\pi}\,\frac{16\pi B-36\pi}{B^3}
=\frac{4\sqrt2\,x^2}{B^3}.$$

The last step uses $16B-36=16x^2$. The constant term has vanished because the states are orthogonal: a uniform dilation shifts both levels without mixing them. Thus

$$|F|^2_{2s\to1s}=\frac{32x^4}{(9/4+x^2)^6}\longrightarrow32x^{-8}.$$

At the same gap the 2s rate divided by the 2p rate is $32x^4/(24x^2)=4x^2/3$. At long wavelength 2s is the slower level; for $x^2>3/4$ it is the faster. A selection rule read from the dipole limit would give the wrong order for a short-wave phonon.

## Any pair of levels: the cusp fixes the power

The powers 10 and 8 come from the point where the Coulomb potential is singular. Near the origin put $R_l\propto r^l(1+\beta r)$ into

$$R''+\frac2rR'-\frac{l(l+1)}{r^2}R+\frac{2}{ar}R+2mER=0 .$$

The terms of order $r^{l-1}$ give $\beta[l(l+1)+2(l+1)-l(l+1)]+2/a=0$, so $\beta=-1/[(l+1)a]$. The product of two radial functions is then

$$R_fR_i=c_0r^{l_i+l_f}\left[1-\left(\frac1{l_i+1}+\frac1{l_f+1}\right)\frac ra+\cdots\right],\qquad c_0\ne0.$$

The angular product contains harmonics of order $L$, with $l_i+l_f-L$ even and non-negative. The leading term is a solid harmonic $\mathcal Y_L(\mathbf r)=r^LY_L$ times an even power of $r$. That is a polynomial in $x,y,z$, smooth at the origin. The next term carries an odd power $r^{2k+1}$, with $2k+1=l_i+l_f+1-L$, and is not smooth.

Its transform can be read from $I(q)$. At large $q$,

$$I=8\pi\sum_{k\ge0}(-1)^k(k+1)\frac{\kappa^{2k+1}}{q^{2k+4}},$$

while $e^{-\kappa r}$ contains $r^{2k+1}$ with coefficient $-\kappa^{2k+1}/(2k+1)!$. Comparing equal powers of $\kappa$, each term $r^{2k+1}$ contributes

$$T_k=(-1)^{k+1}\frac{4\pi(2k+2)!}{q^{2k+4}},$$

and even powers contribute nothing. Derivatives with respect to $\kappa$ extend this rule to polynomials times $e^{-\kappa r}$, which cover all bound hydrogenic products.

The factor $\mathcal Y_L(\mathbf r)$ becomes $\mathcal Y_L(i\nabla_q)$. Acting on a radial function, each derivative either gives $q_j\,(1/q)\,d/dq$ or strikes an earlier $q_j$. The second kind contracts two indices of $\mathcal Y_L$ and vanishes, because a solid harmonic is traceless. So

$$\mathcal Y_L(i\nabla_q)T_k=i^L\mathcal Y_L(\mathbf q)\left(\frac1q\frac{d}{dq}\right)^LT_k .$$

The operator lowers the power by $2L$ with a nonzero coefficient, and $\mathcal Y_L(\mathbf q)$ restores $L$. The final power is $-(2k+4+L)=-(l_i+l_f+4)$, the same for each allowed $L$. Hence, at fixed $a$, $s$ and $N$,

$$F\propto q^{-(l_i+l_f+4)},\qquad \Gamma\propto q_0^{-(2l_i+2l_f+5)} .$$

**Return to the first two cases.** For 2p→1s the bracket is $3/2$, $L=1$ and $k=0$. In units of $a$,

$$F\to\frac{1}{4\sqrt2\,\pi}\left(-\frac32\right)i\frac{\partial}{\partial q_z}\left(-\frac{8\pi}{q^4}\right)=-\frac{6\sqrt2\,i\,q_z}{q^6},$$

which is the large-$x$ form found directly. For 2s→1s the bracket is 2, and $(-2)(-8\pi/q^4)/(\sqrt8\,\pi)=4\sqrt2/q^4$, again as found.

If the cusp is rounded, this algebraic tail disappears: repeated integration by parts makes the transform of a smooth, decaying function fall faster than any power. As an illustration, replace $e^{-3r/2}$ in the 2p product by $e^{-(3/2)\sqrt{r^2+c^2}}$ with $c=0.5a$, without renormalizing. Numerical quadrature of the radial integral at $qa=20$ gives $3.3\times10^{-3}$ of the cusped amplitude. The tail at wave number $q$ is sensitive to changes of the potential over distances of order $1/q$ or larger. This $c$ is far larger than a real impurity core: rounding at lattice scale, $c=0.06a$, lowers the amplitude by only 16% at $qa=20$ and 4% at $qa=9.5$. Only the farthest tail depends on the potential close to the impurity, where the hydrogenic model is least secure.

## Numbers for a germanium-like donor

For a hydrogenic donor $x$ is not free. The 2-to-1 gap is $\Delta=3m/(8\epsilon^2)$, so

$$x=\frac{\Delta a}{s}=\frac{3m}{8\epsilon^2}\,\frac{\epsilon}{m}\,\frac1s=\frac{3}{8\epsilon s}.$$

The mass cancels. A lighter mass enlarges the orbit and lengthens the phonon in the same proportion.

Take rough germanium values: $m=0.18$, $\epsilon=16$, $\rho=5300\ \mathrm{kg/m^3}$, $s=5400$ m/s and $D=8$ eV. Then $a=4.70$ nm (47.0 Å), the binding energy is 0.00957 eV and the gap is 0.00718 eV. The phonon has $q_0=2.02\ \mathrm{nm^{-1}}$, so $x=9.50$ and $\lambda=3.11$ nm (31.1 Å), or $0.66a$.

The averaged squared form factor is $3.47\times10^{-9}$. The prefactor $D^2q_0^3/(2\pi\hbar\rho s^2)$ is $1.32\times10^{14}\ \mathrm{s^{-1}}$. Their product is

$$\Gamma_{2p}=4.6\times10^5\ \mathrm{s^{-1}},$$

a lifetime of 2.2 µs. The suppression factor is $2.1\times10^{-10}$, which accounts for the absurd rate at the start. The limiting form $24x^{-10}$ is still 16% above the full form factor. The 2s rate is 120 times larger, $5.5\times10^7\ \mathrm{s^{-1}}$. At 10 K, $N=2.4\times10^{-4}$, so stimulated emission is negligible.

## A loophole: two phonons

Two phonons can share the energy and travel in nearly opposite directions. The orbit then receives only the small net momentum $\mathbf Q=\mathbf q_1+\mathbf q_2$.

In second order, the first phonon takes the electron to an intermediate state. If $q_1a\gg1$, approximate this state by a plane wave of energy $q_1^2/2m$ and neglect the donor energies. The energy denominator is $-E_1$, with $E_j=q_j^2/2m+sq_j$. Completeness joins the two plane-wave factors into $F(\mathbf Q)$, and the two orders of emission add. The amplitude is, up to a phase, $M_1M_2F(\mathbf Q)(1/E_1+1/E_2)$. At zero temperature,

$$\Gamma_2=2\pi\,\frac12\sum_{\mathbf q_1\mathbf q_2}|M_1M_2F(\mathbf Q)|^2\left(\frac1{E_1}+\frac1{E_2}\right)^2\delta(\Delta-sq_1-sq_2).$$

The half prevents double counting of the pair. For $Q\ll q_1$, set $q_1=q_2=q=q_0/2$ outside $F$. The sum over $\mathbf Q$ gives, by completeness of plane waves,

$$\sum_{\mathbf Q}|F(\mathbf Q)|^2=V\int|\psi_{1s}|^2|\psi_{2p}|^2d^3r=\frac{V}{243\pi a^3}.$$

The remaining sum gives $Vq^2/(2\pi^2)\cdot1/(2s)$, and the squared denominators give $4/E_q^2$. So

$$\Gamma_2\simeq\left(\frac{D^2q}{2\rho s}\right)^2\frac{q^2}{\pi sE_q^2}\,\frac1{243\pi a^3}
\longrightarrow\frac{D^4m^2}{243\pi^2\rho^2s^3a^3},$$

where the last form uses $E_q\simeq q^2/2m$. At fixed $a$, $m$ and $s$ it does not depend on the gap, whereas the one-phonon 2p rate falls as $q_0^{-7}$.

In the example the kinetic energy is the binding energy times $(x/2)^2$, about 0.22 eV, far above the phonon's 0.0036 eV. Numerical integration of the double sum, keeping unequal phonons, gives $5\times10^5\ \mathrm{s^{-1}}$, about 1.2 times the one-phonon rate. The plane-wave intermediate state leaves an error of some tens of percent, since $q_1a$ is only about 5. Within this estimate the total decay is already no longer governed by one phonon. The suppression is a statement about one channel.

## How far real germanium departs from the model

The largest departure found here is the mass anisotropy. Conduction valleys in germanium are elongated, with rough masses 0.082 across and 1.6 along the axis. To size the effect, use $e^{-R}$ for 1s and $ze^{-R/2}$ for 2p$_0$, where $R^2=(x^2+y^2)/a_t^2+z^2/a_l^2$. Minimizing the energy of each state separately gives energies of −0.0091 and −0.0044 eV, a gap of 0.0047 eV, and 1s radii $a_t=6.4$ nm and $a_l=2.3$ nm. For the overlap, use the 1s radii in both states. This gives a closed form, but it is crude: the steep tail depends on the exact shape of the orbits. The trial energies are close to the converged effective-mass values, but the trial rates below are too low by a factor of 5 to 7. The two states are orthogonal by parity for any radii. Rescaling the coordinates turns the form factor into

$$|F|^2=\frac{72q^2a_l^2u^2}{\left[9/4+q^2(a_t^2(1-u^2)+a_l^2u^2)\right]^6},\qquad u=\cos\theta .$$

A phonon along the axis meets the short radius. At the original gap $qa_l$ is 4.6 instead of 9.5, and the rate rises to $2\times10^7\ \mathrm{s^{-1}}$. With the smaller ellipsoidal gap it becomes $2\times10^8\ \mathrm{s^{-1}}$, several hundred times the isotropic result. With converged anisotropic orbits in place of the trial ones, these two rates become about $1\times10^8$ and $1.3\times10^9\ \mathrm{s^{-1}}$, the latter some 3000 times the isotropic result. Because the overlap falls so steeply, moderate changes of shape and gap together alter the rate by orders of magnitude.

The coupling is anisotropic too. For longitudinal waves it is $\Xi_d+\Xi_uu^2$; for transverse waves it is $\Xi_uu\sqrt{1-u^2}$. With rough values $\Xi_d=-8$ eV, $\Xi_u=16$ eV and a transverse speed of 3200 m/s, the ellipsoidal rates are $1.8\times10^8$ and $4\times10^6\ \mathrm{s^{-1}}$. With converged orbits they become about $1\times10^9$ and $3\times10^7\ \mathrm{s^{-1}}$. The two-phonon rate was not recomputed for the ellipsoid, so its share there is unknown.

The impurity core changes both the gap and the shape of the 1s state. To see the effect of the gap and the orbit size alone, take a rough 1s binding of 0.013 eV, leave 2p unchanged, and shrink the 1s radius as the inverse square root of the binding. The gap becomes 0.0106 eV and the isotropic rate drops to $6\times10^4\ \mathrm{s^{-1}}$. This is not the full effect of the core. A short-range attraction also steepens the 1s state near the impurity, which adds short-wave components that a shrunken exponential lacks. They can offset the drop or even reverse it, so this estimate does not settle the sign of the core correction.

Smaller corrections are phonon dispersion, which lowers the isotropic rate by 5% if $\omega$ follows a sine up to the zone edge along $\langle111\rangle$ (4% for the edge along $\langle100\rangle$), and photon emission. The latter, $4\sqrt\epsilon\,\Delta^3|z_{fi}|^2/(3c^3)$ without a local-field correction, is $7\times10^3\ \mathrm{s^{-1}}$.

Germanium has several equivalent valleys, and their coupling splits the 1s level. Decay to the split-off 1s states and interference between valleys are left out. The leading one-phonon process that transfers the electron between valleys needs roughly 0.028 eV, above all the gaps used here, so it is closed at low temperature. A weaker intervalley process through the zone-edge transverse acoustic phonon needs only about 0.010 eV, close to the core-corrected gap of 0.0106 eV, and may be open for the deeper donors; it is not estimated here. In a host where the donor gap matches an intervalley phonon, the present rate would omit an open channel. For real germanium the isotropic lifetime of 2.2 µs should not be used as a prediction: the ellipsoidal estimate for 2p$_0$ shortens it to the nanosecond range, and the effect of the impurity core on that estimate was not computed. The uncertainty remains an order of magnitude or more.
